# Choosing Scattering and History Settings in Electron-Beam Monte Carlo: a numerical check

```python
"""Screened-Rutherford sampling combined with continuous energy loss.

Result under test: for x = 1 - cos(theta), the density proportional to
(x + 2 alpha)^-2 on [0, 2] is sampled exactly by
    x = 2 alpha R / (1 + alpha - R),  R uniform on [0, 1),
with mean 2 alpha [(1 + alpha) ln(1 + 1/alpha) - 1].  With stopping power S,
the mean direction cosine is exp(-integral n sigma <x> dE / S), and the rms
error of an N-sample mean is (standard deviation) / sqrt(N).

Symbols: alpha screening parameter, E electron energy, Z atomic number,
n atom density, J mean excitation energy, sigma elastic cross section,
u direction cosine along depth, K expected number of collisions so far.
Internal units are atomic units; the target is a model with round parameters.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid, quad
from scipy.special import expi

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9
rng = np.random.default_rng(12345)

Z = 6
density_nm3 = 100.0
J_eV, start_eV, stop_eV = 80.0, 10000.0, 3000.0
n = density_nm3 * BOHR_NM**3
J, E0, E1 = (value / HARTREE_EV for value in (J_eV, start_eV, stop_eV))
a = (9 * np.pi**2 / 128) ** (1 / 3) * Z ** (-1 / 3)
C_BETHE = np.sqrt(np.e / 2)


def screening(E):
    return 1 / (8 * E * a**2)


def cross_section(E):
    al = screening(E)
    return np.pi * Z**2 / (4 * E**2 * al * (1 + al))


def sample_x(al, R):
    return 2 * al * R / (1 + al - R)


def mean_x(al):
    return 2 * al * ((1 + al) * np.log1p(1 / al) - 1)


def second_moment(al):
    return 4 * al * (1 + 2 * al - 2 * al * (1 + al) * np.log1p(1 / al))


def stopping(E):
    return 2 * np.pi * n * Z / E * np.log(C_BETHE * E / J)


def raw_moment(al, power, upper=2.0):
    """Quadrature of x^power (x+2 alpha)^-2, using t = ln(x+2 alpha)."""
    return quad(lambda t: (np.exp(t) - 2 * al) ** power * np.exp(-t),
                np.log(2 * al), np.log(upper + 2 * al),
                epsabs=0, epsrel=1e-10, limit=300)[0]


# Born amplitude from the radial integral of the Yukawa potential.
k0 = np.sqrt(2 * E0)
for theta in (0.05, 0.5, 2.0):
    q = 2 * k0 * np.sin(theta / 2)
    radial = quad(lambda r: np.exp(-r / a), 0, 40 * a,
                  weight="sin", wvar=q, limit=300)[0]
    assert np.isclose(2 * Z * radial / q, 2 * Z / (q**2 + a**-2), rtol=1e-6)

# Total cross section from the squared amplitude, integrated over angle.
for E in (E0, E1):
    def intensity(theta):
        q2 = 8 * E * np.sin(theta / 2) ** 2
        return 2 * np.pi * np.sin(theta) * (2 * Z / (q2 + a**-2)) ** 2
    numerical = sum(quad(intensity, lo, hi, epsrel=1e-10)[0]
                    for lo, hi in ((0, 0.1), (0.1, 0.5), (0.5, np.pi)))
    assert np.isclose(numerical, cross_section(E), rtol=1e-7)

# Inverse transform and moments against quadrature of the density.
for al in (1e-6, 1e-3, 0.1, 2.0):
    norm = raw_moment(al, 0)
    for R in (0.01, 0.5, 0.9, 0.999):
        below = raw_moment(al, 0, sample_x(al, R)) / norm
        assert np.isclose(below, R, rtol=1e-7)
    assert np.isclose(raw_moment(al, 1) / norm, mean_x(al), rtol=1e-7)
    assert np.isclose(raw_moment(al, 2) / norm, second_moment(al), rtol=1e-7)
tiny = 1e-6
m0, m1, m2 = (raw_moment(tiny, p) for p in (0, 1, 2))
relative_variance = m2 * m0 / m1**2 - 1
assert np.isclose(relative_variance,
                  1 / (tiny * (np.log(1 / tiny) - 1) ** 2), rtol=1e-3)


def stopping_ratio(E, W_cut):
    """Numerical distant + close loss over the closed stopping law.

    Two oscillators have strengths summing to Z and logarithmic mean J.
    Distant losses use the exact minimum momentum transfer.
    """
    strengths = np.array([2.0, 4.0])
    W_inner = 300 / HARTREE_EV
    W_outer = (J**6 / W_inner**2) ** 0.25
    k = np.sqrt(2 * E)
    distant = 0.0
    for f, W in zip(strengths, (W_inner, W_outer)):
        q_min = k - np.sqrt(k**2 - 2 * W)
        distant += f * 4 * np.pi / k**2 * quad(
            lambda t: 1.0, np.log(q_min), np.log(np.sqrt(2 * W_cut)))[0]

    def close_loss(t):
        W = np.exp(t)
        kernel = W**-2 + (E - W) ** -2 - 1 / (W * (E - W))
        return W**2 * np.pi / E * kernel
    close = Z * quad(close_loss, np.log(W_cut), np.log(E / 2))[0]
    return n * (distant + close) / stopping(E)


ratio_example = stopping_ratio(E0, 1000 / HARTREE_EV)
# The larger energy tests only the asymptotic algebra, without relativity.
ratio_asymptotic = stopping_ratio(100 * E0, 3000 / HARTREE_EV)
assert abs(ratio_example - 1) < 0.02  # finite W_cut/E changes it near 1%
assert abs(ratio_asymptotic - 1) < 5e-4

# Collision clock, path length and mean-direction integral.
energy_grid = np.linspace(E0, E1, 20001)
loss_grid = -energy_grid
S_grid = stopping(energy_grid)
rate_grid = n * cross_section(energy_grid) / S_grid
K_grid = cumulative_trapezoid(rate_grid, loss_grid, initial=0)
s_grid = cumulative_trapezoid(1 / S_grid, loss_grid, initial=0)
G_grid = cumulative_trapezoid(rate_grid * mean_x(screening(energy_grid)),
                              loss_grid, initial=0)
K_end, path, G_end = K_grid[-1], s_grid[-1], G_grid[-1]
u_exact = np.exp(-G_end)
z_exact = cumulative_trapezoid(np.exp(-G_grid) / S_grid, loss_grid)[-1]
t0, t1 = C_BETHE * E0 / J, C_BETHE * E1 / J
path_closed = ((J / C_BETHE) ** 2 / (2 * np.pi * n * Z)
               * (expi(2 * np.log(t0)) - expi(2 * np.log(t1))))
assert np.isclose(path, path_closed, rtol=1e-6)
K_quad = quad(lambda E: n * cross_section(E) / stopping(E), E1, E0)[0]
assert np.isclose(K_end, K_quad, rtol=1e-6)


def deflect(u, al):
    x = sample_x(al, rng.random(u.size))
    azimuth = 2 * np.pi * rng.random(u.size)
    transverse = np.sqrt(np.maximum((1 - u**2) * x * (2 - x), 0))
    return u * (1 - x) + transverse * np.cos(azimuth)


# Simulation with exact exponential increments of the collision clock.
histories = 40000
u, z = np.ones(histories), np.zeros(histories)
K, s = np.zeros(histories), np.zeros(histories)
collisions = np.zeros(histories)
alive = np.arange(histories)
while alive.size:
    K_new = K[alive] + rng.exponential(size=alive.size)
    s_new = np.interp(np.minimum(K_new, K_end), K_grid, s_grid)
    z[alive] += u[alive] * (s_new - s[alive])
    K[alive], s[alive] = K_new, s_new
    alive = alive[K_new < K_end]
    E_now = np.interp(K[alive], K_grid, energy_grid)
    u[alive] = deflect(u[alive], screening(E_now))
    collisions[alive] += 1
u_se = u.std(ddof=1) / np.sqrt(histories)
z_se = z.std(ddof=1) / np.sqrt(histories)
assert abs(u.mean() - u_exact) < 4.5 * u_se
assert abs(z.mean() - z_exact) < 4.5 * z_se
assert abs(collisions.mean() - K_end) < 4.5 * np.sqrt(K_end / histories)

# Independent simulation: short path steps and a collision chance n sigma ds.
step_histories, steps = 20000, 2500
ds = path_closed / steps
u_step, z_step, E = np.ones(step_histories), np.zeros(step_histories), E0
for _ in range(steps):
    E_mid = E - 0.5 * ds * stopping(E)
    z_step += 0.5 * ds * u_step
    hit = np.flatnonzero(rng.random(step_histories)
                         < n * cross_section(E_mid) * ds)
    u_step[hit] = deflect(u_step[hit], screening(E_mid))
    z_step += 0.5 * ds * u_step
    E -= ds * stopping(E_mid)
assert np.isclose(E, E1, rtol=1e-5)
u_step_se = u_step.std(ddof=1) / np.sqrt(step_histories)
z_step_se = z_step.std(ddof=1) / np.sqrt(step_histories)
assert abs(u_step.mean() - u_exact) < 4.5 * u_step_se
assert abs(z_step.mean() - z_exact) < 4.5 * z_step_se
al0 = screening(E0)
u_frozen = np.exp(-path * n * cross_section(E0) * mean_x(al0))
assert abs(u_frozen - u.mean()) > 10 * u_se

# Batch errors of the transported direction about the integral result.
batch_results = []
for size in (25, 100, 400):
    means = u.reshape(-1, size).mean(axis=1)
    measured = np.sqrt(np.mean((means - u_exact) ** 2))
    predicted = u.std(ddof=1) / np.sqrt(size)
    assert abs(measured / predicted - 1) < 4 / np.sqrt(2 * means.size)
    batch_results.append((size, measured, predicted))

# Angular mean, rms error scaling and confidence-interval coverage.
exact_mean = mean_x(al0)
exact_sd = np.sqrt(second_moment(al0) - exact_mean**2)
draws = 1000000
large_mean = sample_x(al0, rng.random(draws)).mean()
large_se = exact_sd / np.sqrt(draws)
assert abs(large_mean - exact_mean) < 4.5 * large_se


def replicate(al, N, replicas=1000):
    x = sample_x(al, rng.random((replicas, N)))
    error = x.mean(axis=1) - mean_x(al)
    half_width = 1.96 * x.std(axis=1, ddof=1) / np.sqrt(N)
    missed = np.abs(error) > half_width
    low_fraction = np.mean(error[missed] < 0)
    return np.sqrt(np.mean(error**2)), 1 - missed.mean(), low_fraction


sizes = np.array([100, 400, 1600, 6400])
results = [replicate(al0, N) for N in sizes]
rms = np.array([row[0] for row in results])
predicted_rms = exact_sd / np.sqrt(sizes)
slope = np.polyfit(np.log(sizes), np.log(rms), 1)[0]
assert np.all(np.abs(rms / predicted_rms - 1) < 0.15)
assert abs(slope + 0.5) < 0.04
control_coverage = replicate(2.0, 100)[1]
assert results[0][1] < 0.90 and results[0][2] > 0.80
assert 0.92 < results[-1][1] < 0.975
assert 0.92 < control_coverage < 0.975
needed = (exact_sd / (0.01 * exact_mean)) ** 2

print(f"Atomic number Z: {Z}")
print(f"Atom density: {density_nm3:.0f} nm^-3")
print(f"Mean excitation energy J: {J_eV:.0f} eV")
print(f"Screening length a: {a * BOHR_NM:.5f} nm")
for E in (E0, E1):
    al, sig = screening(E), cross_section(E)
    mfp = BOHR_NM / (n * sig)
    print(f"Energy: {E * HARTREE_EV:.0f} eV")
    print(f"  Born parameter Z/k: {Z / np.sqrt(2 * E):.3f}")
    print(f"  alpha: {al:.6f}")
    print(f"  elastic cross section: {sig * BOHR_NM**2:.4e} nm^2")
    print(f"  elastic mean free path: {mfp:.3f} nm")
    print(f"  mean 1-cos(theta): {mean_x(al):.6f}")
    print(f"  transport mean free path: {mfp / mean_x(al):.1f} nm")
    print(f"  stopping power: {stopping(E) * HARTREE_EV / BOHR_NM:.3f} eV/nm")
for R in (0.5, 0.9, 0.99):
    angle = np.degrees(2 * np.arcsin(np.sqrt(sample_x(al0, R) / 2)))
    print(f"Angle at 10000 eV for R={R}: {angle:.3f} degrees")
print(f"Stopping check, numerical/formula, 10 keV: {ratio_example:.5f}")
print(f"Stopping check, asymptotic energy: {ratio_asymptotic:.6f}")
print(f"Path length to 3000 eV: {path * BOHR_NM:.2f} nm")
print(f"Expected collisions: {K_end:.3f}; simulated: {collisions.mean():.3f}")
print(f"Deflection exponent: {G_end:.5f}")
print(f"Mean direction cosine, integral: {u_exact:.5f}")
print(f"  clock simulation: {u.mean():.5f} +/- {u_se:.5f}")
print(f"  short-step simulation: {u_step.mean():.5f} +/- {u_step_se:.5f}")
print(f"  scattering frozen at 10000 eV: {u_frozen:.5f}")
print(f"Mean depth, integral: {z_exact * BOHR_NM:.2f} nm")
print(f"  clock: {z.mean() * BOHR_NM:.2f} +/- {z_se * BOHR_NM:.2f} nm")
print(f"  short-step: {z_step.mean() * BOHR_NM:.2f}"
      f" +/- {z_step_se * BOHR_NM:.2f} nm")
print(f"Histories: clock {histories}, short-step {step_histories}")
print(f"Short path step: {ds * BOHR_NM:.4f} nm")
print(f"Standard deviation of 1-cos(theta), 10000 eV: {exact_sd:.6f}")
print(f"Mean from {draws} draws: {large_mean:.6f} +/- {large_se:.6f}")
print(f"Draws for 1% relative standard error: {needed:.0f}")
for N, row, predicted in zip(sizes, results, predicted_rms):
    print(f"N={N}: rms {row[0]:.6f}, predicted {predicted:.6f},"
          f" coverage {row[1]:.3f}")
print(f"Fitted error exponent: {slope:.4f}")
print(f"Missed intervals lying too low, N=100: {results[0][2]:.3f}")
print(f"Control coverage, alpha=2, N=100: {control_coverage:.3f}")
for size, measured, predicted in batch_results:
    print(f"Direction batch {size}: rms {measured:.5f},"
          f" predicted {predicted:.5f}")
print("all tests passed")
```

Running it gives:

```
Atomic number Z: 6
Atom density: 100 nm^-3
Mean excitation energy J: 80 eV
Screening length a: 0.02578 nm
Energy: 10000 eV
  Born parameter Z/k: 0.221
  alpha: 0.001433
  elastic cross section: 4.0857e-04 nm^2
  elastic mean free path: 24.476 nm
  mean 1-cos(theta): 0.015930
  transport mean free path: 1536.4 nm
  stopping power: 3.894 eV/nm
Energy: 3000 eV
  Born parameter Z/k: 0.404
  alpha: 0.004776
  elastic cross section: 1.3574e-03 nm^2
  elastic mean free path: 7.367 nm
  mean 1-cos(theta): 0.041786
  transport mean free path: 176.3 nm
  stopping power: 9.843 eV/nm
Angle at 10000 eV for R=0.5: 4.332 degrees
Angle at 10000 eV for R=0.9: 12.948 degrees
Angle at 10000 eV for R=0.99: 41.249 degrees
Stopping check, numerical/formula, 10 keV: 1.00935
Stopping check, asymptotic energy: 1.000153
Path length to 3000 eV: 1271.05 nm
Expected collisions: 81.729; simulated: 81.685
Deflection exponent: 2.04333
Mean direction cosine, integral: 0.12960
  clock simulation: 0.13024 +/- 0.00284
  short-step simulation: 0.12826 +/- 0.00402
  scattering frozen at 10000 eV: 0.43724
Mean depth, integral: 728.82 nm
  clock: 730.05 +/- 1.70 nm
  short-step: 730.72 +/- 2.40 nm
Histories: clock 40000, short-step 20000
Short path step: 0.5084 nm
Standard deviation of 1-cos(theta), 10000 eV: 0.073392
Mean from 1000000 draws: 0.016032 +/- 0.000073
Draws for 1% relative standard error: 212250
N=100: rms 0.007427, predicted 0.007339, coverage 0.762
N=400: rms 0.003686, predicted 0.003670, coverage 0.869
N=1600: rms 0.001848, predicted 0.001835, coverage 0.916
N=6400: rms 0.000937, predicted 0.000917, coverage 0.928
Fitted error exponent: -0.4978
Missed intervals lying too low, N=100: 1.000
Control coverage, alpha=2, N=100: 0.950
Direction batch 25: rms 0.11254, predicted 0.11350
Direction batch 100: rms 0.05579, predicted 0.05675
Direction batch 400: rms 0.02624, predicted 0.02837
all tests passed
```
